Sauer-Freise Interdiffusivity from Composition Profiles with Changing Molar Volume

After 100 hours of interdiffusion in a model couple of A and B whose left end is held at rest, the plane across which the gains and losses of A balance lies 0.20 µm to the right of the original contact, while the corresponding plane for B lies 2.54 µm to its left. A method that measures distances from "the" Matano plane must first say which plane is meant. The Sauer-Freise transformation avoids the question: it gives the interdiffusion coefficient from the same profile without any origin of x, and it allows for the change of molar volume that separates the two planes.

The couple is a bar along x, joined at time zero as a sharp step. The mole fraction N of B is N⁻ on the left and N⁺ on the right. Diffusion is one-dimensional, in a single phase with a continuous profile, and has not reached the ends of the bar. The temperature is constant, and both the interdiffusion coefficient and the molar volume V depend on N alone; there are no pores and the cross-section is constant, so every change of volume appears as a change of length along x. The function V(N) must be known separately, since a composition profile does not contain it. Lengths are in micrometres, times in seconds and molar volumes in cm³/mol.

A sample with n_A and n_B moles has volume (n_A + n_B)V(N), with N = n_B/(n_A + n_B). Adding B changes N at the rate (1−N)/(n_A + n_B), and adding A changes it at the rate −N/(n_A + n_B). Differentiating the volume therefore gives the partial molar volumes, with V′ = dV/dN:

V_A = V − N V′,  V_B = V + (1−N) V′.

The concentrations are C_A = (1−N)/V and C_B = N/V. Since (1−N)V_A + N V_B = V, they satisfy C_A V_A + C_B V_B = 1. Their derivatives are

dC_B/dN = 1/V − N V′/V² = V_A/V²,

dC_A/dN = −1/V − (1−N)V′/V² = −V_B/V².

Let J_A and J_B be the molar fluxes through a plane at fixed x. They include any bulk motion of the material. The volume-fixed frame moves with the velocity v = V_A J_A + V_B J_B, and the flux of B relative to it is

J_B^V = J_B − C_B v
 = J_B(1 − C_B V_B) − C_B V_A J_A
 = V_A (C_A J_B − C_B J_A),

where the last line uses 1 − C_B V_B = C_A V_A. The interdiffusion coefficient D is defined in this frame by

J_B^V = −D ∂C_B/∂x.

A measured profile is usually given in mole fraction, for which a different reference is convenient. Let J = J_A + J_B be the total molar flux, and let j be the flux of B relative to the mean molar motion:

j = J_B − N J = (1−N)J_B − N J_A = V (C_A J_B − C_B J_A).

Comparison of the two expressions gives j = (V/V_A) J_B^V. With ∂C_B/∂x = (V_A/V²) ∂N/∂x, the partial volume cancels:

j = −(V/V_A) D (V_A/V²) ∂N/∂x = −(D/V) ∂N/∂x.  (1)

The same D thus governs both descriptions, provided that the factor 1/V is kept in the second.

The unknown bulk flux J must now be removed. Define ΔN = N⁺ − N⁻ and the scaled composition

Y = (N − N⁻)/ΔN,

which runs from 0 on the left to 1 on the right. Define also two densities,

P = Y/V,  Q = (1−Y)/V.

Because 1/V = C_A + C_B, the first is P = [C_B − N⁻(C_A + C_B)]/ΔN, a combination of C_A and C_B with constant coefficients. Both components are conserved, so P is conserved too, and its flux is the same combination of fluxes:

J_P = (J_B − N⁻J)/ΔN = (N J + j − N⁻J)/ΔN = Y J + j/ΔN.

Since Q = 1/V − P, its flux is

J_Q = J − J_P = (1−Y) J − j/ΔN.

Multiply the first flux by 1−Y, the second by Y, and subtract. The terms Y(1−Y)J cancel, and the rest is (1−Y)j/ΔN + Y j/ΔN:

(1−Y) J_P − Y J_Q = j/ΔN.  (2)

P and Q may be pictured as the densities of right-hand and left-hand starting alloy from which the local composition could be mixed. Equation (2) extracts their relative motion and is blind to their common drift.

The two fluxes follow from the shape of the profile. The unknown functions are N and J. They obey two conservation laws, ∂C_i/∂t = −∂J_i/∂x, with J_B = N J − (D/V)∂N/∂x and J_A = (1−N)J + (D/V)∂N/∂x. If x is multiplied by a constant a, t by a² and J by 1/a, every term in these equations changes by the same factor. The initial step is unchanged by this scaling, and so is the condition that the left end is at rest. Taking the solution of this problem to be unique, N can depend on x and t only through x/√t. Here x is measured from the original contact in the frame of the resting left end. For P = f(x/√t), the chain rule gives

∂P/∂t = −[x/(2t^(3/2))] f′ = −(x/2t) ∂P/∂x,

and conservation, ∂P/∂t = −∂J_P/∂x, turns this into

∂J_P/∂x = (x/2t) ∂P/∂x.

The same equation holds for Q and J_Q.

At the far left Y = 0 and j = 0, so J_P = 0. Integrating from there to a chosen point x*, and then by parts, gives

J_P* = (1/2t) ∫₋∞^{x*} x (∂P/∂x) dx = (1/2t) [x*P* − I_L],

I_L = ∫₋∞^{x*} (Y/V) dx.

The boundary term at the left vanishes because P falls to zero faster than 1/|x|. An asterisk marks a value at x*. At the far right 1−Y = 0 and j = 0, so J_Q = 0, even if that end of the bar moves. Integration from x* to the right gives

0 − J_Q* = (1/2t) ∫_{x*}^∞ x (∂Q/∂x) dx = (1/2t) [−x*Q* − I_R],

I_R = ∫_{x*}^∞ [(1−Y)/V] dx,

and hence J_Q* = (1/2t)[x*Q* + I_R]. Substituting both fluxes in equation (2),

j*/ΔN = (1/2t) { x*[(1−Y*)P* − Y*Q*] − (1−Y*)I_L − Y*I_R }.

The square bracket is zero, because (1−Y)P and YQ are both Y(1−Y)/V. With it goes the only explicit coordinate. Equation (1) gives j*/ΔN = −(D*/V*)(dY/dx)*, so the minus signs cancel and

D(Y*) = V* [(1−Y*) I_L + Y* I_R] / [2t (dY/dx)*].  (3)

This is the Sauer-Freise formula. The integrals and the slope are unchanged if a constant is added to all values of x, so the measured scale may start anywhere. Multiplying V(N) by a constant also changes nothing, because V* stands above and V below; the relative variation of molar volume is sufficient.

In the model couple N⁻ = 0.1, N⁺ = 0.9 and

V = 7(1−N) + 10N − N(1−N) cm³/mol,

so the end values are 7.21 and 9.61 cm³/mol. At Y = 0.5, where N = 0.5, the molar volume is 8.25 cm³/mol, the slope is 0.007815 µm⁻¹, and the integrals are I_L = 2.459 and I_R = 2.346 µm mol/cm³. With t = 360000 s,

(1−Y*)I_L + Y*I_R = 0.5 × 2.459 + 0.5 × 2.346 = 2.403 µm mol/cm³,

D = 8.25 × 2.403 / (2 × 360000 × 0.007815) = 0.00352 µm²/s,

which is 3.52 × 10⁻¹⁵ m²/s.

This value can be checked because the profile was generated without D and without equation (3). The bar was divided into lattice cells that exchange A and B by intrinsic diffusion, J_i = −D_i ∂C_i/∂x relative to the lattice, with

D_A = 0.001(1+3N) µm²/s,  D_B = 0.002(1+3N) µm²/s.

Each cell then took the length required by its contents. What D this implies follows from J_B^V = V_A(C_A J_B − C_B J_A). If the lattice moves with velocity u, the fluxes gain C_B u and C_A u, and these additions cancel in the bracket, so the intrinsic fluxes may be inserted directly:

J_B^V = −V_A [C_A D_B ∂C_B/∂x − C_B D_A ∂C_A/∂x].

The derivatives found above give ∂C_A/∂x = −(V_B/V_A) ∂C_B/∂x. Hence

D = C_A V_A D_B + C_B V_B D_A.

At N = 0.5 the partial volumes are 6.75 and 9.75 cm³/mol, so the volume fractions are C_A V_A = 0.5 × 6.75/8.25 = 0.409 and C_B V_B = 0.591. The intrinsic coefficients are 0.0025 and 0.0050 µm²/s, and D = 0.409 × 0.0050 + 0.591 × 0.0025 = 0.00352 µm²/s, in agreement with the value from the profile.

At the nine compositions from Y = 0.1 to 0.9, listed in the numerical output, the largest deviation from this expression is 0.014 % with 600 cells and 0.052 % with 300. Halving the cell size thus reduces the deviation by a factor of about 3.7. For this couple that is close to the factor of four expected of a second-order discretization error, but two grids alone do not establish the order, and the figure is not a general property of the cell simulation: the constant-volume run used below deviates by up to 0.059 % with the same 600 cells, about four times as much. These percentages measure numerical error in a model profile, not the accuracy attainable with measured data. The similarity assumption was tested as well: the point Y = 0.1 lies at −27.88 µm after a quarter of the time and at −55.77 µm at the end, a factor of two, as √t requires.

When V is constant, it cancels from equation (3), and the older Boltzmann-Matano formula must reappear. In that case the Matano plane x_M is defined by

∫₋∞^{x_M} Y dx = ∫_{x_M}^∞ (1−Y) dx.

Integrating each side by parts turns this into ∫₀¹ (x − x_M) dY = 0. Let

M = ∫₀^{Y*} (x − x_M) dY,

so that the same integral from Y* to 1 is −M. Integration by parts on the two sides of x* then gives

∫₋∞^{x*} Y dx = (x* − x_M)Y* − M,

∫_{x*}^∞ (1−Y) dx = −(x* − x_M)(1−Y*) − M.

Weight the first by 1−Y* and the second by Y* and add. The terms in x* − x_M cancel, and −(1−Y*)M − Y*M = −M remains. Therefore

D = −M / [2t (dY/dx)*],

which is the Boltzmann-Matano formula. In a run with V = 8 cm³/mol both formulas give 0.00375 µm²/s at Y = 0.5.

The comparison also shows what is gained when V is constant. If the plane is placed at x_M + s instead of x_M, M changes by −sY*, and the result changes by

+sY* / [2t (dY/dx)*].

For s = 2 µm this raises D by 2.4 % at Y = 0.1, by 4.9 % at Y = 0.5 and by 19 % at Y = 0.9. The error is largest near the right end because the integral was started from the left: the factor Y* has grown to nearly one while the slope in the denominator has become small. Starting from the right, one would use D = ∫_{Y*}^1 (x − x_M)dY/[2t (dY/dx)*], and the same misplacement would change the result by

−s(1−Y*) / [2t (dY/dx)*].

Now weight the left-hand result by 1−Y* and the right-hand result by Y*. The errors are then proportional to +sY*(1−Y*) and −sY*(1−Y*), and they cancel. For constant V, the Sauer-Freise formula is this weighted mean of the two Boltzmann-Matano integrals, with the weights that remove the position of the plane.

When V varies, there may be no common plane to find. Let the bar extend initially from −a to b, with the contact at x = 0. Keep the left end at rest and let the right end move to b + δ. Conservation of component i requires

∫ C_i dx = C_i⁻ a + C_i⁺ b,

where the integral covers the whole final bar. The balance plane x_i is where a sharp step between the end concentrations would hold the same amount in the final bar:

∫ C_i dx = C_i⁻ (x_i + a) + C_i⁺ (b + δ − x_i).

Equating the right-hand sides gives 0 = (C_i⁻ − C_i⁺)x_i + C_i⁺δ, or

x_i = C_i⁺ δ / (C_i⁺ − C_i⁻).

When B is richer on the right and both partial molar volumes are positive, as in the model couple, the denominator is negative for A and positive for B. With both end concentrations on the right nonzero, a change of length then moves the two planes in opposite directions.

The length change can be read from the profile too. Initially P is 1/V⁺ on the right and zero on the left, so ∫P dx = b/V⁺ at all times; likewise ∫Q dx = a/V⁻. The initial length is therefore

a + b = V⁻∫Q dx + V⁺∫P dx = ∫ {[V⁻(1−Y) + V⁺Y]/V} dx.

Subtracting it from the final length, ∫dx, gives

δ = ∫ {1 − [V⁻(1−Y) + V⁺Y]/V} dx.

The numerator inside the integral is the straight line between the two end volumes. In the example V = 7 + 2N + N², and its distance from that line is

V − [V⁻(1−Y) + V⁺Y] = (N − N⁻)(N − N⁺) = −0.64 Y(1−Y) cm³/mol.

Mixing reduces the volume, so the bar contracts. The integral gives δ = −2.163 µm, and the simulated bar shortens by the same amount. With C_B⁻ = 0.1/7.21 = 0.01387 and C_B⁺ = 0.9/9.61 = 0.09365 mol/cm³,

x_B = 0.09365 × (−2.163)/(0.09365 − 0.01387) = −2.54 µm.

For A, C_A⁻ = 0.9/7.21 = 0.12483 and C_A⁺ = 0.1/9.61 = 0.01041 mol/cm³, so

x_A = 0.01041 × (−2.163)/(0.01041 − 0.12483) = +0.20 µm.

These are the two planes of the opening. Their separation of 2.7 µm exceeds the 2 µm displacement whose effect was calculated above for constant V.

It would be wrong to conclude that molar volume matters only when the length changes. Suppose V is linear in N. Then V coincides with the straight line between its end values, δ = 0, and both balance planes lie at the original contact. The partial volumes are constants, and

∂v/∂x = V_A ∂J_A/∂x + V_B ∂J_B/∂x = −∂(V_A C_A + V_B C_B)/∂t = 0.

With the left end at rest, v = 0 everywhere, and B obeys ∂C_B/∂t = ∂(D ∂C_B/∂x)/∂x. A Boltzmann-Matano analysis of the concentration C_B is then valid. The same analysis of the mole fraction N is not, because C_B = N/V is not a linear function of N when V varies. For V = 7 + 3N cm³/mol, leaving V out of equation (3) makes D too large by nearly 7 % at Y = 0.1 and too small by 5.5 % at Y = 0.9, relative to the expected D.

The signs can be understood by writing the numerator of equation (3) as

(1−Y*) ∫₋∞^{x*} Y (V*/V) dx + Y* ∫_{x*}^∞ (1−Y)(V*/V) dx.

Ignoring molar volume replaces V*/V by one. When V increases to the right, this ratio exceeds one in the left integral and is below one in the right integral. The replacement thus makes the first term too small and the second too large. Far in the left tail the second term dominates: its integral spans the whole distance to the middle of the profile, whereas the first integral is Y* times the short distance over which the tail dies away. D is then overestimated. In the right tail the roles are exchanged and D is underestimated. In the main example, with its curved V(N), the error runs from +6.2 % at Y = 0.1 through +0.3 % at Y = 0.5 to −6.1 % at Y = 0.9. The small error at the middle is a near cancellation between the two terms, not a sign that the molar volume is unimportant there.

Equation (3) does not remove every difficulty of a measured profile. D is inversely proportional to the local slope, so a slope that is 5 % too small makes D about 5 % too large. Towards either end the numerator and the slope both go to zero, and their ratio becomes sensitive to noise and to the values chosen for N⁻ and N⁺. Where the slope is zero the formula gives no value.

Other failures come from the assumptions. If the couple was already diffuse at the start, or if the profile has reached an end of the bar, an additional length enters the problem and the dependence on x/√t is lost. A temperature that drifts during the anneal makes D depend on time as well as on composition. If the drift multiplies D by the same factor at every composition, equation (3) still gives the time average of D; if the factor differs from one composition to another, the result is in general not that average. If pores form, or if part of the volume change appears as a change of cross-section, the number of moles per unit length is no longer fixed by V(N), and P and Q as defined here are not the conserved densities. The formula removes the need to locate a plane, but it still relies on a sharp start, a known time and a known relation between composition and molar volume.

Calculated quantities

```
Anneal time: 360000 s
End mole fractions of B: 0.1, 0.9
End molar volumes: 7.210, 9.610 cm^3/mol
Ingredients at Y = 0.5 (N = 0.5):
  molar volume: 8.2500 cm^3/mol
  dY/dx: 0.007815 1/um
  left integral of Y/V: 2.45949 um mol/cm^3
  right integral of (1-Y)/V: 2.34606 um mol/cm^3
  recovered D: 0.003523 um^2/s = 3.5232e-15 m^2/s
  partial volumes A, B: 6.750, 9.750 cm^3/mol
  D from intrinsic values: 0.003523 um^2/s
Y, N, D recovered, D expected (um^2/s), bias if V ignored (%):
  0.1  0.18  0.002731  0.002730  +6.23
  0.2  0.26  0.002984  0.002983  +5.12
  0.3  0.34  0.003198  0.003197  +3.65
  0.4  0.42  0.003376  0.003376  +2.01
  0.5  0.50  0.003523  0.003523  +0.30
  0.6  0.58  0.003643  0.003643  -1.45
  0.7  0.66  0.003740  0.003740  -3.16
  0.8  0.74  0.003819  0.003818  -4.77
  0.9  0.82  0.003883  0.003883  -6.09
Largest error of D, 600 cells: 0.014 %
Largest error of D, 300 cells: 0.052 %
Largest error of D at t/4, 600 cells: 0.052 %
Position of Y = 0.1 at t/4: -27.88 um
Position of Y = 0.1 at t: -55.77 um
Length change at t/4: -1.081 um
Length change at t: -2.163 um
Length change from profile integral: -2.163 um
Balance plane of A: 0.196 um
Balance plane of B: -2.539 um
Linear molar volume, 300 cells:
  length change below 1e-6 um: True
  largest error of D: 0.057 %
  bias if V ignored, Y = 0.1: +6.67 %
  bias if V ignored, Y = 0.9: -5.51 %
Constant molar volume 8.0 cm^3/mol, 600 cells:
  Matano plane: -0.000 um
  D at Y = 0.5, Sauer-Freise: 0.003750 um^2/s
  D at Y = 0.5, Boltzmann-Matano: 0.003750 um^2/s
  largest error of D: 0.059 %
  plane misplaced by: 2.0 um
  change of D at Y = 0.1: +2.41 %
  change of D at Y = 0.5: +4.89 %
  change of D at Y = 0.9: +19.25 %
```
